**Basis freedom and invariants of the g matrix of a Kramers doublet**

For a Kramers doublet with Zeeman operator \(\mu_B\mathbf B\cdot\mathbf M\), \(\mathbf M=\mathbf L+g_e\mathbf S\), and projected matrices \(M_k=\frac12\sum_lg_{kl}\sigma_l\), a change of basis gives \(g\to gR\) with \(R\) a proper rotation, and \(G=gg^T\) with the sign of \(\det g\) are the complete invariants of \(g\) alone. The model is a \(d^9\) ion built in Fock space, with a σ-only angular overlap field of four ligands and spin–orbit constant \(\zeta=800\) cm⁻¹. The program asserts symbolically that \(R\) is orthogonal with determinant \(+1\) and that \(\mathrm{Tr}(M_xM_yM_z)=\frac i4\det g\). It asserts numerically that random bases preserve \(G\), \(\det g\) and \(g\Lambda^T\) (\(\Lambda\) is the projected spin matrix), that a matrix built from the invariants is reached by a basis change, that the minimum squared distance to \(-\mathbf M\) is twice the smallest eigenvalue of \(G\), and that rotated and mirrored ligand sets give \(QGQ^T\) and the same \(\det g\). Splittings, linear and circular intensities, precession and the Chern number from the full ten-state Hamiltonian are asserted against formulas in \(G\) and \(\det g\). The output shows three g matrices of one site with traces 2.78, −5.96 and 1.16 and a common determinant −7.44, and opposite circular polarization preference and Chern number for sites A and B. It also shows \(g=-(4+g_e)/3\) for the regular tetrahedron and the zero of \(\det g\) at a flattening angle of 56.5°.

## Numerical verification

```python
# Kramers doublet, Zeeman term H = muB B.M, M = L + ge S, projected M_k = (1/2) sum_l g_kl sigma_l.
# Under test: a basis change U gives g -> g R, R in SO(3); G = g g^T and sign(det g) are the
# complete invariants; splitting, intensities, precession and Chern number depend only on them.
# Model: d^9 ion (10 one-hole states), sigma angular-overlap ligand field, spin-orbit zeta l.s.
# Energies in cm^-1, field in T, M and g dimensionless. Formula side: g matrix of the doublet.
# Reference side: projectors, diagonalization and propagation in the full 10-state space.
import numpy as np, sympy as sp
from scipy import sparse
from scipy.constants import physical_constants as pc, h, c
from scipy.linalg import expm, sqrtm
from scipy.optimize import brentq, minimize
from scipy.spatial.transform import Rotation as Rot
from scipy.stats import unitary_group

rng = np.random.default_rng(1)
ge = abs(pc['electron g factor'][0])
muB = pc['Bohr magneton'][0] / (h * c * 100)
zeta, B0 = 800.0, 0.35
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
det, close = np.linalg.det, np.allclose

# symbolic: rotation induced by a 2x2 unitary, and the triple trace
qa, qb, qc, qd = sp.symbols('a b c d', real=True)
ss = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]), sp.Matrix([[1, 0], [0, -1]])]
Us = qa * sp.eye(2) - sp.I * (qb * ss[0] + qc * ss[1] + qd * ss[2])
Rs = sp.Matrix(3, 3, lambda l, m: sp.expand((ss[l] * Us * ss[m] * Us.H).trace() / 2))
Nq = qa**2 + qb**2 + qc**2 + qd**2
assert (Rs * Rs.T - Nq**2 * sp.eye(3)).expand() == sp.zeros(3)
assert sp.expand(Rs.det(method='berkowitz') - Nq**3) == 0
gs = sp.Matrix(3, 3, sp.symbols('g0:9', real=True))
Ms = [(gs[k, 0] * ss[0] + gs[k, 1] * ss[1] + gs[k, 2] * ss[2]) / 2 for k in range(3)]
assert sp.expand((Ms[0] * Ms[1] * Ms[2]).trace() - sp.I * gs.det(method='berkowitz') / 4) == 0

# real d orbitals as quadratic forms r.A.r, and their angular momentum matrices
r3 = np.sqrt(3) / 2
def off(i, j):
    A = np.zeros((3, 3)); A[i, j] = A[j, i] = r3
    return A
Ad = [off(1, 2), off(0, 2), off(0, 1), r3 * np.diag([1., -1, 0]), np.diag([-.5, -.5, 1])]
eps = np.array([[[float(sp.LeviCivita(i, j, k)) for k in range(3)] for j in range(3)] for i in range(3)])
l5 = np.array([[[-1j * np.trace(p @ (E @ q - q @ E)) / 1.5 for q in Ad] for p in Ad] for E in eps])
assert close(l5[0] @ l5[1] - l5[1] @ l5[0], 1j * l5[2]) and close(sum(x @ x for x in l5), 6 * np.eye(5))
l1 = [np.kron(x, np.eye(2)) for x in l5]
s1 = [np.kron(np.eye(5), x / 2) for x in sig]

# nine-electron states c_a|full> in Fock space
def annihilator(p):
    out = sparse.identity(1, format='csr')
    for q in range(10):
        f = np.diag([1., -1]) if q < p else (np.array([[0., 1], [0, 0]]) if q == p else np.eye(2))
        out = sparse.kron(out, sparse.csr_matrix(f), format='csr')
    return out
cs = [annihilator(p) for p in range(10)]
full = np.zeros(1024); full[-1] = 1
W = np.array([cs[p] @ (cs[a] @ full) for p in range(10) for a in range(10)])
Dens = (W @ W.T).reshape(10, 10, 10, 10)
def many(O):
    return np.einsum('pq,paqb->ab', O, Dens)
Ot = rng.normal(size=(10, 10)) + 1j * rng.normal(size=(10, 10))
assert close(many(Ot), np.trace(Ot) * np.eye(10) - Ot.T)
S = np.array([many(x) for x in s1])
M = np.array([many(x) for x in l1]) + ge * S
Hso = many(zeta * sum(a @ b for a, b in zip(l1, s1)))
uT = np.kron(np.eye(5), np.array([[0., -1], [1, 0]]))   # time reversal = uT * conjugation
assert all(close(uT @ m.conj() @ uT.T, -m) for m in M)

def unit(th, ph):
    th, ph = np.radians(th), np.radians(ph)
    return np.array([np.sin(th) * np.cos(ph), np.sin(th) * np.sin(ph), np.cos(th)])
def model(ligs, Q=np.eye(3)):
    V = np.zeros((5, 5))
    for th, ph, e in ligs:
        n = Q @ unit(th, ph); F = np.array([n @ A @ n for A in Ad]); V += e * np.outer(F, F)
    H = many(np.kron(V, np.eye(2))) + Hso
    E, X = np.linalg.eigh(H)
    assert close(uT @ H.conj() @ uT.T, H, atol=1e-8) and E[1] - E[0] < 1e-7 and E[2] - E[1] > 300
    return H - E[0] * np.eye(10), E - E[0], X[:, :2]
def proj(Psi, ops=M):
    return np.array([Psi.conj().T @ o @ Psi for o in ops])
def gmat(Psi, ops=M):
    return np.einsum('kab,lba->kl', proj(Psi, ops), sig).real
def invariants(Psi):   # from the projector only, no basis of the doublet enters
    PM = [Psi @ Psi.conj().T @ m for m in M]
    G = np.array([[2 * np.trace(a @ b).real for b in PM] for a in PM])
    return G, (-4j * np.trace(PM[0] @ PM[1] @ PM[2])).real
def su2(v):
    a = np.linalg.norm(v)
    return np.cos(a / 2) * np.eye(2) - 0.5j * np.sinc(a / (2 * np.pi)) * np.einsum('k,kab->ab', v, sig)
def u_of(R):
    assert close(R @ R.T, np.eye(3), atol=1e-9) and abs(det(R) - 1) < 1e-9
    return su2(Rot.from_matrix(R).as_rotvec())
def symmetrize(Psi, ops):
    A = gmat(Psi, ops); w, _, vt = np.linalg.svd(A)
    return Psi @ u_of(np.sign(det(A)) * vt.T @ w.T)
def dist_to_minus(Psi):
    m = proj(Psi)
    def f(v):
        U = su2(v)
        return np.sum(abs(U.conj().T @ m @ U + m)**2)
    return min(minimize(f, rng.normal(size=3) * 1.5).fun for _ in range(8))
def chern(H, ops, B, nt=24, nf=48):
    st = [[np.linalg.eigh(H + muB * B * np.tensordot(unit(180 * i / nt, 360 * j / nf), ops, 1))[1][:, 0]
           for j in range(nf)] for i in range(nt + 1)]
    tot = 0.0
    for i in range(nt):
        for j in range(nf):
            p = [st[i][j], st[i + 1][j], st[i + 1][(j + 1) % nf], st[i][(j + 1) % nf]]
            tot -= np.angle(np.prod([np.vdot(p[t], p[(t + 1) % 4]) for t in range(4)]))
    return tot / (2 * np.pi)
def circ(X, k):
    e1 = np.cross(k, [0.3, -0.5, 0.8]); e1 /= np.linalg.norm(e1); e2 = np.cross(k, e1)
    return [abs(X[:, 1].conj() @ np.tensordot((e1 + s * 1j * e2) / np.sqrt(2), M, 1) @ X[:, 0])**2 for s in (1, -1)]
def show(label, A):
    for ax, row in zip('xyz', A):
        print(f"{label} row {ax}: " + " ".join(f"{x + 0.0:8.4f}" for x in np.round(row, 4)))
def asym(A):
    return np.linalg.norm(A - A.T) / 2
def vec(v):
    return " ".join(f"{x:.4f}" for x in v)

def check(H, Psi, n):
    g = gmat(Psi); G, dg = invariants(Psi); Lam = gmat(Psi, S); m = proj(Psi)
    assert close(m, 0.5 * np.tensordot(g, sig, 1), atol=1e-9)
    ev = proj(Psi, [many(l1[2] @ l1[2])])[0]
    assert close(ev, ev[0, 0] * np.eye(2), atol=1e-9)
    Xb = np.linalg.eigh(H + 300 * S[2])[1][:, :2]   # broken time reversal: trace survives
    assert max(abs(np.trace(x)) for x in proj(Xb)) > 1e-2
    traces = []
    for _ in range(200):
        U = unitary_group.rvs(2, random_state=rng); P2 = Psi @ U; g2 = gmat(P2)
        R = 0.5 * np.array([[np.trace(a @ U @ b @ U.conj().T).real for b in sig] for a in sig])
        T = P2.conj().T @ uT @ P2.conj()
        assert close(T, -T.T, atol=1e-9) and abs(abs(T[0, 1]) - 1) < 1e-9
        assert close(g2, g @ R, atol=1e-9) and close(g2 @ g2.T, G, atol=1e-9) and abs(det(g2) - dg) < 1e-8
        assert close(g2 @ gmat(P2, S).T, g @ Lam.T, atol=1e-9)
        traces.append(np.trace(g2))
    assert np.ptp(traces) > 2
    assert close(gmat(Psi[:, ::-1]), g @ np.diag([1, -1, -1]), atol=1e-9)
    assert close(gmat(uT @ Psi.conj()), g @ np.diag([-1, 1, -1]), atol=1e-9)
    target = np.sign(dg) * np.linalg.cholesky(G)   # built from the invariants only
    assert close(gmat(Psi @ u_of(np.linalg.solve(g, target))), target, atol=1e-8)
    assert close(gmat(symmetrize(Psi, M)), np.sign(dg) * sqrtm(G).real, atol=1e-8)
    dmin = dist_to_minus(Psi)
    assert abs(dmin - 2 * np.linalg.eigvalsh(G)[0]) < 1e-6
    # full-space spectra; neglected terms are of relative order (muB B / gap)^2
    for nn in [n] + [unit(*rng.uniform(10, 170, 2)) for _ in range(5)]:
        E, X = np.linalg.eigh(H + muB * B0 * np.tensordot(nn, M, 1)); gf = np.sqrt(nn @ G @ nn)
        assert abs((E[1] - E[0]) / (muB * B0 * gf) - 1) < 1e-5
        b = unit(*rng.uniform(10, 170, 2))
        lin = abs(X[:, 1].conj() @ np.tensordot(b, M, 1) @ X[:, 0])**2
        assert abs(lin - 0.25 * (b @ G @ b - (b @ G @ nn)**2 / gf**2)) < 1e-4
        for k in (nn, b):
            ip, im = circ(X, k)
            assert abs(ip - im - dg * (nn @ k) / (2 * gf)) < 1e-4
    E, X = np.linalg.eigh(H + muB * B0 * np.tensordot(n, M, 1))
    split, (ip, im), gf = E[1] - E[0], circ(X, n), np.sqrt(n @ G @ n)
    # precession at 0.01 T: the Van Vleck moment, of order muB B / gap, sets the tolerance
    Bw = 0.01; E, X = np.linalg.eigh(H + muB * Bw * np.tensordot(n, M, 1)); w = E[1] - E[0]
    def mom(ph):
        p = (X[:, 0] + X[:, 1] * np.exp(-1j * ph)) / np.sqrt(2)
        return np.array([(p.conj() @ x @ p).real for x in M])
    K = muB * Bw * dg * np.einsum('ijk,j->ik', eps, n) @ np.linalg.inv(G) / w
    for ph in (0.5, 1.5, 4.0):
        assert close(mom(ph), expm(K * ph) @ mom(0), atol=1e-3)
    assert not close(mom(1.5), expm(-K * 1.5) @ mom(0), atol=0.1)
    area = n @ np.cross(mom(1.0), (mom(1.001) - mom(0.999)) / 0.002)
    assert abs(area - dg / (4 * gf)) < 1e-3
    ch = chern(H, M, B0)
    assert abs(ch - np.sign(dg)) < 1e-6
    return G, dg, dmin, gf, split, ip, im, area, ch

def report(tag, ligs, n):
    H, E, Psi = model(ligs); G, dg, dmin, gf, split, ip, im, area, ch = check(H, Psi, n)
    mir = unit(37, 71)
    for Q in (Rot.from_rotvec([0.4, -1.1, 0.7]).as_matrix(), np.eye(3) - 2 * np.outer(mir, mir)):
        G2, d2 = invariants(model(ligs, Q)[2])
        assert close(G2, Q @ G @ Q.T, atol=1e-8) and abs(d2 - dg) < 1e-8
    print(f"{tag} ligands (theta deg, phi deg, e_sigma cm^-1): {ligs}")
    print(f"{tag} gap to next doublet = {E[2]:.1f} cm^-1")
    show(f"{tag} G", G)
    print(f"{tag} sqrt eig G = {vec(np.sqrt(np.linalg.eigvalsh(G)))}; det g = {dg:.4f}")
    print(f"{tag} min distance^2 to -M = {dmin:.4f}; Chern number = {ch:.3f}")
    print(f"{tag} g_eff = {gf:.4f}; splitting = {split:.5f} cm^-1 = {split * c * 1e-7:.3f} GHz")
    print(f"{tag} k=n: I+ = {ip:.4f}, I- = {im:.4f}, I+ - I- = {ip - im:.4f}, ratio = {(ip - im) / (ip + im):.4f}")
    print(f"{tag} n.(M x dM/dphi) = {area:.3f}; det g/(4 g_eff) = {dg / (4 * gf):.3f}")
    return Psi, G, dg

nth, nph = 40, 25
n0 = unit(nth, nph)
print(f"ge = {ge:.6f}; muB = {muB:.6f} cm^-1/T; zeta = {zeta:.0f} cm^-1; B = {B0} T")
print(f"field direction theta = {nth} deg, phi = {nph} deg; n = {vec(n0)}")
es = 3000
def d2d(th):
    return [(th, 45, es), (th, 225, es), (180 - th, 135, es), (180 - th, 315, es)]
tT = np.degrees(np.arccos(1 / np.sqrt(3)))
Hc, Ec, Pc = model(d2d(tT)); Gc, dc = invariants(Pc); g7 = -(4 + ge) / 3
assert close(Gc, g7**2 * np.eye(3), atol=1e-9) and abs(dc - g7**3) < 1e-8
cc, cf = chern(Hc, M, B0), chern(np.zeros((2, 2)), ge * sig / 2, B0)
assert abs(cc + 1) < 1e-6 and abs(cf - 1) < 1e-6
print(f"Td: theta = {tT:.3f} deg, e_sigma = {es} cm^-1, gap = {Ec[2]:.1f} cm^-1")
print(f"Td: g = {g7:.5f}, G_xx = {Gc[0, 0]:.5f}, det g = {dc:.4f}, Chern = {cc:.3f}")
print(f"free spin: G_xx = {ge**2:.5f}, det g = {ge**3:.4f}, Chern = {cf:.3f}")

ligA = [(56, 45, 3000), (54, 222, 3100), (125, 134, 2900), (126, 315, 3000)]
ligB = [(66, 45, 3000), (64, 222, 3100), (115, 134, 2900), (116, 315, 3000)]
PA, GA, dA = report("A", ligA, n0)
assert dA < 0
P1 = PA @ np.linalg.eigh(proj(PA)[2])[1][:, ::-1]   # eigenstates of projected M_z, <1|M_x|2> > 0
P1[:, 1] *= np.exp(-1j * np.angle(proj(P1)[0][0, 1]))
P2 = symmetrize(PA, M); wmax = np.linalg.eigh(GA)[1][:, 2]
P3 = P2 @ su2(np.pi * wmax)
for name, P in (("I (Mz basis)", P1), ("II (symmetric)", P2), ("III (II, pi turn)", P3)):
    g = gmat(P); lam = np.linalg.eigvals(g)
    assert close(g @ g.T, GA, atol=1e-9) and abs(det(g) - dA) < 1e-8 and close(lam.imag, 0, atol=1e-7)
    show(f"A g {name}", g)
    print(f"  tr = {np.trace(g):.4f}; eig = {vec(np.sort(lam.real))}; |asym| = {asym(g):.4f}; det = {det(g):.4f}")
assert asym(gmat(P1)) > 1e-3 and asym(gmat(P3)) < 1e-8
assert (np.linalg.eigvals(gmat(P2)).real < 0).sum() == 3 and (np.linalg.eigvals(gmat(P3)).real < 0).sum() == 1

PB, GB, dB = report("B", ligB, n0)
assert dB > 0 and det(gmat(PB, S)) > 0
Ps = symmetrize(PB, S); gS, LS = gmat(Ps), gmat(Ps, S)
assert asym(LS) < 1e-9 and asym(gS) > 1e-6 and close(gS @ gS.T, GB, atol=1e-9)
assert all(np.trace(gmat(Ps @ su2(rng.normal(size=3)), S)) < np.trace(LS) for _ in range(100))
show("B g (closest to spin)", gS)
print(f"B spin matrix eig = {vec(np.linalg.eigvalsh(LS))}; |asym g| = {asym(gS):.5f}")

detf = lambda th: invariants(model(d2d(th))[2])[1]
thi = 70.0
assert detf(tT) < 0 < detf(thi)
t0 = brentq(detf, tT, thi, xtol=1e-12)
Hz, Ez, Pz = model(d2d(t0)); Gz, dz = invariants(Pz)
sx, sz = [np.diff(np.linalg.eigvalsh(Hz + muB * B0 * M[k])[:2])[0] / (muB * B0) for k in (0, 2)]
assert sz < 1e-4 and abs(sx - np.sqrt(Gz[0, 0])) < 1e-4 and sx > 1 and dist_to_minus(Pz) < 1e-6
print(f"D2d: det g = {detf(thi):.4f} at theta = {thi:.0f} deg; det g = 0 at theta = {t0:.3f} deg")
print(f"D2d at that angle: g_perp = {sx:.4f}, g_par = {sz:.4f}, gap = {Ez[2]:.1f} cm^-1")
print("done: every assertion held")
```

Running it gives:

```
ge = 2.002319; muB = 0.466864 cm^-1/T; zeta = 800 cm^-1; B = 0.35 T
field direction theta = 40 deg, phi = 25 deg; n = 0.5826 0.2717 0.7660
Td: theta = 54.736 deg, e_sigma = 3000 cm^-1, gap = 950.6 cm^-1
Td: g = -2.00077, G_xx = 4.00309, det g = -8.0093, Chern = -1.000
free spin: G_xx = 4.00928, det g = 8.0279, Chern = 1.000
A ligands (theta deg, phi deg, e_sigma cm^-1): [(56, 45, 3000), (54, 222, 3100), (125, 134, 2900), (126, 315, 3000)]
A gap to next doublet = 880.5 cm^-1
A G row x:   5.4346  -0.9936   0.1824
A G row y:  -0.9936   2.6823   0.2121
A G row z:   0.1824   0.2121   4.1008
A sqrt eig G = 1.5243 2.0325 2.4006; det g = -7.4377
A min distance^2 to -M = 4.6472; Chern number = -1.000
A g_eff = 2.0941; splitting = 0.34218 cm^-1 = 10.258 GHz
A k=n: I+ = 0.0624, I- = 1.8383, I+ - I- = -1.7758, ratio = -0.9343
A n.(M x dM/dphi) = -0.888; det g/(4 g_eff) = -0.888
A g I (Mz basis) row x:   2.3295   0.0000   0.0901
A g I (Mz basis) row y:  -0.4306  -1.5767   0.1047
A g I (Mz basis) row z:   0.0000   0.0000   2.0250
  tr = 2.7778; eig = -1.5767 2.0250 2.3295; |asym| = 0.3198; det = -7.4377
A g II (symmetric) row x:  -2.3170   0.2533  -0.0456
A g II (symmetric) row y:   0.2533  -1.6169  -0.0614
A g II (symmetric) row z:  -0.0456  -0.0614  -2.0236
  tr = -5.9575; eig = -2.4006 -2.0325 -1.5243; |asym| = 0.0000; det = -7.4377
A g III (II, pi turn) row x:  -2.0250   1.1265  -0.2548
A g III (II, pi turn) row y:   1.1265   1.1785   0.1569
A g III (II, pi turn) row z:  -0.2548   0.1569   2.0028
  tr = 1.1562; eig = -2.4006 1.5243 2.0325; |asym| = 0.0000; det = -7.4377
B ligands (theta deg, phi deg, e_sigma cm^-1): [(66, 45, 3000), (64, 222, 3100), (115, 134, 2900), (116, 315, 3000)]
B gap to next doublet = 3057.7 cm^-1
B G row x:   5.7412  -0.1149   0.1788
B G row y:  -0.1149   5.6855  -0.0078
B G row z:   0.1788  -0.0078   7.4885
B sqrt eig G = 2.3641 2.4123 2.7399; det g = 15.6256
B min distance^2 to -M = 11.1783; Chern number = 1.000
B g_eff = 2.6234; splitting = 0.42868 cm^-1 = 12.851 GHz
B k=n: I+ = 2.9788, I- = 0.0007, I+ - I- = 2.9781, ratio = 0.9995
B n.(M x dM/dphi) = 1.489; det g/(4 g_eff) = 1.489
B g (closest to spin) row x:   2.3958  -0.0241   0.0317
B g (closest to spin) row y:  -0.0240   2.3843  -0.0004
B g (closest to spin) row z:   0.0384  -0.0024   2.7362
B spin matrix eig = 0.9476 0.9489 0.9528; |asym g| = 0.00492
D2d: det g = 13.9931 at theta = 70 deg; det g = 0 at theta = 56.514 deg
D2d at that angle: g_perp = 2.6819, g_par = 0.0000, gap = 925.5 cm^-1
done: every assertion held
```
